# Exponential Attraction of Opposite Domain Walls in a Quartic Polarization Field

In a model ferroelectric whose single domain wall costs 66.7 erg/cm², two opposite walls 4 nm apart have an interaction energy of −0.2667 erg/cm². At 5 nm it is −0.0363 erg/cm². One more nanometre has divided the attraction by 7.35, close to $e^2=7.39$. Yet at 4 nm the gradient energy contributes −0.806 erg/cm² and the local energy +0.540 erg/cm², each larger in size than their sum. Both the factor per nanometre and the partial cancellation need an explanation.

## The model and a single wall

Let the polarization $P(x)$ lie parallel to flat walls whose normal is $x$. Then $\nabla\cdot\mathbf P=0$ inside the crystal, so the walls carry no bound charge. The charge at the crystal surfaces where the polarization ends is taken to be fully compensated, so that no depolarizing field arises. The energy per wall area, measured from a uniform domain, is taken as

$$F=\int dx\left[\frac g2P'^2+f(P)\right],\qquad f(P)=\frac\beta4(P^2-P_0^2)^2,$$

with $P_0^2=\alpha/\beta$ and $\alpha,\beta,g>0$. This is a classical mean-field continuum model, so $\hbar$, $m$ and $e$ do not enter. In Gaussian units $P^2$ is an energy density, $\alpha$ is dimensionless and $g$ is an area.

Setting the first variation of $F$ to zero gives $gP''=f'(P)=-\alpha P+\beta P^3$. Multiplying by $P'$ and integrating gives

$$\frac g2P'^2-f(P)=\text{constant}. \tag{1}$$

For a single wall both terms vanish at infinity, so the constant is zero. With $w=\sqrt{2g/\alpha}$ we have $\beta/(2g)=1/(w^2P_0^2)$, and the rising solution obeys

$$wP'=P_0\left(1-\frac{P^2}{P_0^2}\right),\qquad P=P_0\tanh\frac xw .$$

This is the kink; its mirror image is the antikink. By (1) the gradient and local energies are equal, so the wall energy is

$$\sigma=\int gP'^2dx=\frac{gP_0^2}{w}\int_{-\infty}^{\infty}\operatorname{sech}^4y\,dy=\frac43\,\varepsilon,\qquad \varepsilon=\frac{gP_0^2}{w}.$$

The integral follows from $t=\tanh y$, which turns it into $\int_{-1}^1(1-t^2)dt=4/3$.

Far from the wall, $P_0-P\simeq2P_0e^{-2x/w}$. The decay length $w/2$ is fixed by the curvature of the well: $f''(P_0)=2\alpha$, and the linearized field equation has decay length $\sqrt{g/(2\alpha)}=w/2$.

From here on $y=x/w$, $\phi=P/P_0$ and $r=d/w$, where $d$ is the wall separation. Since $\beta P_0^4w/4=\varepsilon/2$,

$$F=\varepsilon\int dy\left[\tfrac12\phi_y^2+\tfrac12(1-\phi^2)^2\right]. \tag{2}$$

The interaction energy is $U=F-2\sigma$. A free pair is not static, so $U(d)$ has a meaning only after one says which field belongs to each $d$. The two derivations make different choices.

## First derivation: superposed rigid walls

Put a kink at $-d/2$ and an antikink at $+d/2$, and add their profiles:

$$\phi=u-1,\qquad u=\tanh a-\tanh b,\qquad a=y+\tfrac r2,\quad b=y-\tfrac r2 .$$

The field is near $-1$ outside and near $+1$ between the walls. Write $S=\sinh r$, $C=\cosh r$ and $c=C/S=\coth r$. The subtraction formula for $\tanh$ gives

$$u=\frac{S}{\cosh a\cosh b}=\frac{2S}{\cosh2y+C}. \tag{3}$$

**Integrals of the overlap.** Define $I_n=\int u^n\,dy=(2S)^nJ_n$ with $J_n=\int dy\,(\cosh2y+C)^{-n}$. First, $dI_1/dr=\frac12\int(\operatorname{sech}^2a+\operatorname{sech}^2b)\,dy=2$ and $I_1(0)=0$, so $I_1=2r$ and $J_1=r/S$. Differentiating $J_n$ with respect to $C$, with $dC=S\,dr$, gives

$$J_{n+1}=-\frac1{nS}\frac{dJ_n}{dr}.$$

Applying this three times,

$$J_2=-\frac1S\left(\frac1S-\frac{rC}{S^2}\right)=\frac{rC-S}{S^3},$$

$$J_3=-\frac1{2S}\left[\frac{rS}{S^3}-\frac{3C(rC-S)}{S^4}\right]=\frac{N}{2S^5},\qquad N=3rC^2-3SC-rS^2,$$

$$J_4=\frac{5CN-SN'}{6S^7},\qquad N'=4rSC-4S^2 .$$

Here $5CN-SN'=15rC^3-15SC^2-9rCS^2+4S^3$. Multiplication by $(2S)^n$ yields

$$I_2=4(rc-1),\qquad I_3=4(3rc^2-r-3c),$$

$$I_4=\tfrac83(15rc^3-9rc+4-15c^2).$$

**Gradient part.** The slope is $\phi_y=\operatorname{sech}^2a-\operatorname{sech}^2b$. Its squared terms give the isolated-wall value $\frac12(\frac43+\frac43)=\frac43$. By (3) the cross term is $\operatorname{sech}^2a\operatorname{sech}^2b=u^2/S^2$, and $1/S^2=c^2-1$. The change due to the overlap is therefore

$$\frac{U_{\rm grad}}{\varepsilon}=-\frac{I_2}{S^2}=-4(rc-1)(c^2-1). \tag{4}$$

**Local part.** Since $1-\phi^2=u(2-u)$, the local energy in units of $\varepsilon$ is

$$\tfrac12\int u^2(2-u)^2dy=2I_2-2I_3+\tfrac12I_4 .$$

Inserting the integrals and subtracting the isolated-wall value $\frac43$ gives

$$\frac{U_{\rm loc}}{\varepsilon}=r(8-4c-24c^2+20c^3)+24c-20c^2-4. \tag{5}$$

**Sum.** Expanding (4) as $-4rc^3+4rc+4c^2-4$ and adding (5),

$$\frac U\varepsilon=r(8-24c^2+16c^3)+24c-16c^2-8 .$$

The two polynomials factor as $8(c-1)^2(2c+1)$ and $-8(c-1)(2c-1)$, so

$$U=8\varepsilon(c-1)\big[r(c-1)(2c+1)-(2c-1)\big]. \tag{6}$$

This is the exact energy of the superposed profile at any separation.

**Large separation.** Let $q=e^{-2r}$. Then $c-1=2q/(1-q)=2q+2q^2+\dots$, and (6) becomes

$$\frac U\varepsilon=96rq^2-8(2q+2q^2)(1+4q)+\dots=-16q+(96r-80)q^2+\dots$$

With $\varepsilon=\frac34\sigma$, the leading result is

$$\boxed{U(d)\simeq-\frac{16gP_0^2}{w}e^{-2d/w}=-12\sigma e^{-2d/w}} \tag{7}$$

Its derivative $dU/dd=(24\sigma/w)e^{-2d/w}$ is positive: the energy falls as the walls approach, so they attract.

**Why the parts partly cancel.** To first order in $q$, (4) and (5) are

$$U_{\rm grad}\simeq-16(r-1)q\,\varepsilon,\qquad U_{\rm loc}\simeq16(r-2)q\,\varepsilon .$$

The terms proportional to $r$ come from the region between the walls. There the two tails are $\eta_1=2e^{-2a}$ and $\eta_2=2e^{2b}$, and their product $\eta_1\eta_2=4q$ does not depend on position. Their slopes are $-2\eta_1$ and $+2\eta_2$, so the cross term in the gradient density is $-4\eta_1\eta_2=-16q$. The local density there is $2(\eta_1+\eta_2)^2$, whose cross term is $+16q$. Each is spread over a length close to $r$, and they cancel. What survives comes from the neighbourhoods of the walls, where the tail approximation fails, and it carries no factor $r$.

At 4 nm in the example, $r=4$ and (7) gives −0.2684 erg/cm². The two parts should then be near $-3\times0.2684\simeq-0.805$ and $+2\times0.2684\simeq+0.537$ erg/cm², close to the values quoted at the start.

**Small separation.** As $r\to0$, $u\to0$ and the superposed profile becomes a uniform domain. Its energy vanishes, so $U\to-2\sigma$: the pair has annihilated. Continued to $d=0$, law (7) would give $-12\sigma$, six times too much.

## Second derivation: relaxed field and midpoint pressure

Now fix only the zeros of $P$, at $x=\pm d/2$, and let the field relax everywhere else. Each outer region runs from zero to $-P_0$ at infinity. Its solution is half of a single wall, with energy $\sigma/2$ whatever the value of $d$. Only the inner energy $F_{\rm in}(d)$ changes.

**Force.** Set $x=sd$ with $-\frac12<s<\frac12$:

$$F_{\rm in}=\int_{-1/2}^{1/2}ds\left[\frac{g}{2d}P_s^2+d\,f(P)\right].$$

When $d$ changes, the relaxed $P(s)$ changes too, but to first order this does not affect $F_{\rm in}$, because $P(s)$ makes it stationary with fixed end values. Only the explicit $d$ counts:

$$\frac{dF_{\rm in}}{dd}=\int ds\left[-\frac{g}{2d^2}P_s^2+f\right]=\frac1d\int_{-d/2}^{d/2}dx\left[f-\frac g2P'^2\right].$$

By (1) the last bracket is constant across the inner region. At the midpoint $P'=0$ by symmetry, so it equals $f(P_m)$, where $P_m$ is the midpoint polarization. Hence

$$\frac{dU}{dd}=f(P_m)=\frac\beta4(P_m^2-P_0^2)^2. \tag{8}$$

The attractive force per area equals the energy density at the midpoint. It is positive because the inner field falls short of $P_0$.

**Midpoint polarization.** Write $\phi=1-\eta$ between the walls. The field equation $\phi_{yy}=2\phi^3-2\phi$ becomes

$$\eta_{yy}=4\eta-6\eta^2+2\eta^3 .$$

To first order the symmetric solution is $\eta=\eta_m\cosh2y$, with $\eta_m=1-P_m/P_0$. To second order, add $\eta_m^2h(y)$ with

$$h_{yy}-4h=-6\cosh^22y=-3-3\cosh4y,\qquad h(0)=0,$$

which is solved by $h=\frac34-\frac14\cosh4y-\frac12\cosh2y$.

Towards the left wall, at negative $y$, the coefficient of $e^{-2y}$ is $\frac12\eta_m(1-\frac12\eta_m)$. It must match the tail of a wall whose zero is at $y=-r/2$, namely $2e^{-2(y+r/2)}=2e^{-r}e^{-2y}$. Near that wall the constant in (1) differs from zero by an amount of order $q$, so the tail coefficient is not altered at the order kept here. Thus

$$\eta_m\left(1-\tfrac12\eta_m\right)=4e^{-r}. \tag{9}$$

At lowest order $P_m\simeq P_0(1-4e^{-d/w})$: each wall contributes a tail $2e^{-r}$ at the midpoint, and the two add.

**Result.** In reduced form (8) reads $dU/dr=\frac\varepsilon2(1-\phi_m^2)^2$, with $1-\phi_m^2=2\eta_m-\eta_m^2=2\eta_m(1-\frac12\eta_m)$. This is twice the left side of (9), so

$$\frac{dU}{dr}\simeq\frac\varepsilon2\left(8e^{-r}\right)^2=32\,\varepsilon e^{-2r}. \tag{10}$$

The midpoint shift itself has a relative correction of order $e^{-r}$, but in the force that correction drops out. At the next order the source for $\eta$ contains $-6\eta_m^3\cosh2y$. This has the same form as the free solution, so its response grows as $y\sinh2y$, and relative corrections of order $re^{-2r}$ appear.

The interaction vanishes at infinite separation. Integrating (10) inwards from there,

$$U=-\int_r^\infty32\,\varepsilon e^{-2r'}dr'=-16\,\varepsilon e^{-2r},$$

which is (7) again.

**Reading the numbers.** At 4 nm the leading force is $24\times66.67/10^{-7}\times e^{-8}\simeq5.37\times10^6$ dyn/cm². The relaxed field gives $5.47\times10^6$ dyn/cm², both from the midpoint density and from the slope of the energy. These two differ by 0.03%. The slope was taken over ±0.02 nm, and for a function varying as $e^{-2r}$ such a centred difference is too large by the factor $\sinh(0.04)/0.04\simeq1.0003$, which accounts for the difference.

## What each derivation assumes

The first derivation assumes rigid walls. Its profile does not solve the field equation, but the error can be written down. With the full deviations $\eta_1=1-\tanh a$ and $\eta_2=1+\tanh b$, the imbalance is

$$\phi_{yy}-2\phi^3+2\phi=-6\eta_1\eta_2(2-\eta_1-\eta_2).$$

Here $2-\eta_1-\eta_2=u$, and $\eta_1\eta_2=e^{b-a}/(\cosh a\cosh b)=e^{-r}u/S$. The imbalance is therefore $-6e^{-r}u^2/S\simeq-12q\,u^2$, of order $q$ over a length of order $r$. Relaxation with the zeros held fixed lowers the energy by an amount quadratic in this imbalance, hence of order $rq^2$. Holding the zeros matters: without it the walls could slide together, and that motion has no restoring force.

The superposed zeros are also slightly misplaced. At $y=r/2$ the profile equals $\tanh r-1\simeq-2q$ and its slope is close to $-1$, so each zero lies about $2q$ further in. With a force $32q\varepsilon$, this changes the energy by order $q^2$. Neither effect reaches the leading term.

The second derivation assumes no profile, but it needs a constraint that holds the zeros, and it uses large separation to find $P_m$. The force law (8) itself holds at any separation for which the relaxed inner domain exists. That requires $r>\pi/\sqrt2\simeq2.22$: for small $\phi$ the field equation is $\phi_{yy}=-2\phi$, whose zeros are $\pi/\sqrt2$ apart, and between closer zeros the relaxed field is $P=0$. The first derivation gives a closed energy at every $d$, but for a profile that is a poor guide once the walls overlap strongly.

The energies of the two fields separate as the walls approach. The table gives $U$ divided by the leading law (7).

| $d$ (nm) | superposed | relaxed |
|---|---|---|
| 3 | 0.967 | 1.054 |
| 4 | 0.994 | 1.011 |
| 5 | 0.999 | 1.002 |

For superposed walls the expansion of (6) predicts the ratio $1-(6r-5)q$. At $r=4$ this is $1-19\times3.35\times10^{-4}=0.9936$, as found. The relaxed energy is lower at each of these separations. At 3 nm the two energies are −1.92 and −2.09 erg/cm²; a statement of the interaction to better than several per cent there must say which field is used. The misplaced zeros do not explain this gap. They bring the superposed walls slightly closer together, which by itself would strengthen the attraction, yet the superposed attraction is the weaker one. The gap comes from the profile that has not relaxed.

## The example, and a field that opposes the attraction

The example uses round parameters, not fitted to any material: $\alpha=0.2$, $\beta=4\times10^{-11}$ cm³/erg and $g=10^{-15}$ cm². They give

$$P_0=\sqrt{\frac{0.2}{4\times10^{-11}}}=7.07\times10^4\ \text{statC/cm}^2,\qquad w=\sqrt{\frac{2\times10^{-15}}{0.2}}=10^{-7}\ \text{cm}.$$

The polarization is 23.6 μC/cm² and $w$ is 1 nm. The wall energy is

$$\sigma=\frac{4\times10^{-15}\times5\times10^9}{3\times10^{-7}}=66.7\ \text{erg/cm}^2,$$

or 66.7 mJ/m². With $w=1$ nm, law (7) falls by $e^2$ per nanometre. The factor 7.35 found between 4 and 5 nm is slightly smaller because the superposed energy at 4 nm is 0.6% weaker than the law, against 0.1% at 5 nm.

**Balancing field.** Let a fixed macroscopic field $E$ point along the inner polarization, adding $-EP$ to the energy density. Widening the inner domain by $\delta d$ replaces $-P_0$ by $+P_0$ and lowers the energy by $2P_0E\,\delta d$, if the small change of $P_0$ with field is neglected. The walls are in balance when $dU/dd=2P_0E$:

$$E\simeq\frac{16gP_0}{w^2}e^{-2d/w}. \tag{11}$$

For $d=4$ nm this is $5.37\times10^6/(2\times7.07\times10^4)\simeq38.0$ statV/cm, or 11.4 kV/cm. Solving the full field equation in that field gives a stationary domain 4.003 nm wide, so the neglected terms together shift the width by less than 0.1%. They partly cancel: the 2% stronger force of the relaxed field alone would give about 4.01 nm, and the field-dependent terms bring the width back.

The balance is unstable. The energy $U-2P_0Ed$ has second derivative $d^2U/dd^2=-(2/w)\,dU/dd<0$, so the stationary width is a maximum. A narrower domain collapses and a wider one grows. Within this model, (11) relates a field to the smallest width of a flat favoured domain that can expand in it.

**Thermal scale.** For a rigid wall patch of area $A$, $|U|A=kT$ at

$$d=\frac w2\ln\frac{12\sigma A}{kT}.$$

With $A=(10\ \text{nm})^2=10^{-12}$ cm² and $kT=4.14\times10^{-14}$ erg at 300 K, the logarithm is $\ln(8\times10^{-10}/4.14\times10^{-14})\simeq9.87$ and $d\simeq4.9$ nm. Beyond this distance the attraction of such a patch is weaker than $kT$. Because the dependence on area is logarithmic, a patch a hundred times larger moves the distance out by only $\frac12\ln100\simeq2.3$ nm.

**Where the law fails.** The exponent rests on a tail that decays at the rate set by $f''(P_0)$, and the prefactor $12\sigma$ belongs to the quartic well. Several things left out can change the result:

- If the charge at the surfaces where the polarization ends is not compensated, its field also acts on the walls and can exceed the balancing field (11).
- If the polarization has a component normal to the wall that changes across it, bound charge appears, and its electric field is not limited to the range $w/2$.
- Long-range elastic fields, where the geometry allows them, can likewise outlast an exponentially small attraction.
- The continuum description needs a wall wide compared with the lattice spacing. A width parameter of 1 nm is only about two oxide unit cells, taking roughly 0.5 nm for a cell. If the gradient term is replaced by nearest-neighbour differences with spacing $a_0$, the tail decays at the rate $\kappa$ given by $\cosh\kappa a_0=1+2a_0^2/w^2$; for $a_0=0.5$ nm the factor per nanometre is then 6.85 instead of 7.39. The lattice may then pin the walls, and a pair stays apart wherever the pinning pressure exceeds $dU/dd$.
- Walls that bend exchange interaction energy for wall area, which the flat geometry excludes.

The numerical output below lists the energies, forces and widths used here.

## Computed values

```
alpha = 0.20 (dimensionless)
beta = 4.00e-11 cm^3/erg
g = 1.00e-15 cm^2
P0 = 7.0711e+04 statC/cm^2
P0 converted = 23.59 microC/cm^2
wall width parameter w = 1.0000 nm
tail decay length w/2 = 0.5000 nm
energy barrier alpha P0^2/4 = 2.500e+08 erg/cm^3
single-wall energy sigma, formula = 66.6667 erg/cm^2
single-wall energy, quadrature = 66.6667 erg/cm^2
prefactor 12 sigma = 800.000 erg/cm^2
Superposed pair: d, U by quadrature, leading law, ratio
d = 2 nm: U = -12.614936 erg/cm^2, law = -14.652511 erg/cm^2, ratio = 0.86094
d = 3 nm: U = -1.918477 erg/cm^2, law = -1.983002 erg/cm^2, ratio = 0.96746
d = 4 nm: U = -0.266657 erg/cm^2, law = -0.268370 erg/cm^2, ratio = 0.99362
d = 5 nm: U = -0.036279 erg/cm^2, law = -0.036320 erg/cm^2, ratio = 0.99886
d = 6 nm: U = -0.004914 erg/cm^2, law = -0.004915 erg/cm^2, ratio = 0.99981
gradient part of U at 4 nm = -0.806372 erg/cm^2
quartic part of U at 4 nm = 0.539714 erg/cm^2
Relaxed pair with pinned zeros: U, ratio to leading law, midpoint
d = 3 nm: U = -2.089295 erg/cm^2, ratio = 1.05360, P_m/P0 = 0.76356
d = 4 nm: U = -0.271230 erg/cm^2, ratio = 1.01066, P_m/P0 = 0.92307
d = 5 nm: U = -0.036391 erg/cm^2, ratio = 1.00196, P_m/P0 = 0.97262
force at 4 nm, energy slope = 5.47344e+06 dyn/cm^2
force at 4 nm, midpoint = 5.47192e+06 dyn/cm^2
force at 4 nm, leading law = 5.36740e+06 dyn/cm^2
balancing field for 4 nm, leading law = 37.953 statV/cm
same field converted = 11.3781 kV/cm
stationary width in that field, quadrature = 4.00302 nm
patch side = 10.0 nm, temperature = 300 K
thermal energy kT = 4.1419e-14 erg
separation where patch attraction equals kT = 4.934 nm
patch attraction there, quadrature = 4.1367e-14 erg
```
